# Halving the Harmonics of a Mirror-Symmetric Grating at Normal Incidence: a program that tests the result

```python
"""
Result under test: for a mirror-symmetric grating at normal incidence, the
coupled-wave problem with orders -N..N and the problem with the N+1 even
combinations give identical reflectance; the dense eigenproblem becomes
cheaper by about ((2N+1)/(N+1))^3, which tends to 8 for large N.

Symbols: eps = permittivity, k0 = 2 pi / wavelength, k = lateral wave number
divided by k0, f = E_y (TE) or H_y (TM), f'' = A f in each slice with depth in
units of 1/k0, g = F f' is the continuous partner field (F = 1 for TE),
Y = surface admittance defined by g = -Y f. Time factor exp(-i omega t).
A slice is (thickness, background eps, [(center, width, eps), ...]), in nm.
"""
import time
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import linear_sum_assignment

WAVELENGTH, PERIOD, WIDTH, DEPTH = 633.0, 400.0, 180.0, 200.0
N_SI = 3.9 + 0.02j
EPS_SI = N_SI**2
K0 = 2 * np.pi / WAVELENGTH
STEP = WAVELENGTH / PERIOD
POLS = ("TE", "TM")


def fourier(layer, hmax, inverse=False):
    """Coefficients h = -hmax..hmax of eps, or of 1/eps."""
    h = np.arange(-hmax, hmax + 1)
    value = (lambda e: 1 / e) if inverse else (lambda e: e)
    background = value(layer[1])
    c = np.where(h == 0, background, 0).astype(complex)
    for center, width, eps in layer[2]:
        c += ((value(eps) - background) * width / PERIOD
              * np.sinc(h * width / PERIOD)
              * np.exp(-2j * np.pi * h * center / PERIOD))
    return c


def full_operators(layer, N, pol, sine=0.0):
    n = np.arange(-N, N + 1)
    index = n[:, None] - n[None, :] + 2 * N
    E = fourier(layer, 2 * N)[index]
    K = np.diag(sine + n * STEP)
    one = np.eye(2 * N + 1)
    if pol == "TE":
        return K @ K - E, one
    F = fourier(layer, 2 * N, True)[index]
    return np.linalg.solve(F, K @ np.linalg.solve(E, K) - one), F


def even_operators(layer, N, pol):
    """Built directly from Fourier coefficients of a symmetric profile."""
    n = np.arange(N + 1)
    scale = np.where(n == 0, np.sqrt(0.5), 1.0)
    minus = n[:, None] - n[None, :] + 2 * N
    plus = n[:, None] + n[None, :] + 2 * N
    e = fourier(layer, 2 * N)
    k = n * STEP
    if pol == "TE":
        E_even = np.outer(scale, scale) * (e[minus] + e[plus])
        return np.diag(k**2) - E_even, np.eye(N + 1)
    i = fourier(layer, 2 * N, True)
    F_even = np.outer(scale, scale) * (i[minus] + i[plus])
    E_odd = (e[minus] - e[plus])[1:, 1:]
    B = -np.eye(N + 1, dtype=complex)
    B[1:, 1:] += k[1:, None] * np.linalg.solve(E_odd, np.diag(k[1:]))
    return np.linalg.solve(F_even, B), F_even


def outer_admittances(k, pol, eps_sub=EPS_SI):
    q_air = -1j * np.sqrt(1 - k**2 + 0j)
    q_sub = -1j * np.sqrt(eps_sub - k**2 + 0j)
    return np.diag(q_air), np.diag(q_sub / (eps_sub if pol == "TM" else 1))


def solve_stack(operators, depths, k, pol, source, eps_sub=EPS_SI):
    """Reflected amplitudes of all retained harmonics."""
    Y0, Y = outer_admittances(k, pol, eps_sub)
    one = np.eye(len(k))
    for (A, F), depth in zip(reversed(operators), reversed(depths)):
        q2, W = np.linalg.eig(A)
        q = np.sqrt(q2.astype(complex))
        V = (F @ W) * q
        X = np.exp(-q * K0 * depth)
        R = np.linalg.solve(V + Y @ W, V - Y @ W)
        XRX = X[:, None] * R * X[None, :]
        Y = V @ (one - XRX) @ np.linalg.inv(W @ (one + XRX))
    u = np.zeros(len(k), complex)
    u[source] = 1
    return np.linalg.solve(Y0 + Y, (Y0 - Y) @ u)


def reflect_full(layers, N, pol, sine=0.0, eps_sub=EPS_SI):
    ops = [full_operators(s, N, pol, sine) for s in layers]
    k = sine + np.arange(-N, N + 1) * STEP
    return solve_stack(ops, [s[0] for s in layers], k, pol, N, eps_sub)


def reflect_even(layers, N, pol, eps_sub=EPS_SI):
    ops = [even_operators(s, N, pol) for s in layers]
    k = np.arange(N + 1) * STEP
    return solve_stack(ops, [s[0] for s in layers], k, pol, 0, eps_sub)


def parity_bases(N):
    even = np.zeros((2 * N + 1, N + 1))
    odd = np.zeros((2 * N + 1, N))
    even[N, 0] = 1
    for n in range(1, N + 1):
        even[N + n, n] = even[N - n, n] = np.sqrt(0.5)
        odd[N + n, n - 1], odd[N - n, n - 1] = np.sqrt(0.5), -np.sqrt(0.5)
    return even, odd


def reflect_by_exponentials(N, pol, slabs=16):
    """Full problem without eigenmodes; Fourier integrals by quadrature."""
    x, weight = np.polynomial.legendre.leggauss(60)
    h = np.arange(-2 * N, 2 * N + 1)

    def integral(ridge, groove):
        total = np.zeros(len(h), complex)
        for a, b, v in ((-WIDTH / 2, WIDTH / 2, ridge),
                        (WIDTH / 2, PERIOD - WIDTH / 2, groove)):
            points = (a + b) / 2 + (b - a) / 2 * x
            phase = np.exp(-2j * np.pi * np.outer(h, points) / PERIOD)
            total += v * (phase @ weight) * (b - a) / 2 / PERIOD
        return total

    n = np.arange(-N, N + 1)
    index = n[:, None] - n[None, :] + 2 * N
    size = len(n)
    E = integral(EPS_SI, 1.0)[index]
    K, one = np.diag(n * STEP), np.eye(size)
    if pol == "TE":
        F_inv, B = one, K @ K - E
    else:
        F_inv = np.linalg.inv(integral(1 / EPS_SI, 1.0)[index])
        B = K @ np.linalg.inv(E) @ K - one
    zero = np.zeros((size, size))
    upward = expm(-np.block([[zero, F_inv], [B, zero]]) * K0 * DEPTH / slabs)
    Y0, Y = outer_admittances(n * STEP, pol)
    for _ in range(slabs):
        state = upward @ np.vstack([one, -Y])
        Y = -state[size:] @ np.linalg.inv(state[:size])
    return np.linalg.solve(Y0 + Y, (Y0 - Y)[:, N])


def counted_schur(matrix):
    """Schur reduction with a count of multiplications actually executed."""
    H = matrix.astype(complex).copy()
    n = len(H)
    Q = np.eye(n, dtype=complex)
    count = sweeps = 0
    for j in range(n - 2):
        v = H[j + 1:, j].copy()
        length = np.linalg.norm(v)
        if length == 0:
            continue
        v[0] += length * np.exp(1j * np.angle(v[0]))
        v /= np.linalg.norm(v)
        H[j + 1:, j:] -= 2 * np.outer(v, v.conj() @ H[j + 1:, j:])
        H[:, j + 1:] -= 2 * np.outer(H[:, j + 1:] @ v, v.conj())
        Q[:, j + 1:] -= 2 * np.outer(Q[:, j + 1:] @ v, v.conj())
        count += 2 * len(v) * (n - j) + 4 * n * len(v)
    H = np.triu(H, -1)
    small = 1e-15 * np.linalg.norm(H)
    diagonal = np.arange(n)
    high = n - 1
    while high > 0:
        low = high
        while low > 0 and abs(H[low, low - 1]) > small:
            low -= 1
        if low > 0:
            H[low, low - 1] = 0
        if low == high:
            high -= 1
            continue
        pair = np.linalg.eigvals(H[high - 1:high + 1, high - 1:high + 1])
        shift = pair[np.argmin(abs(pair - H[high, high]))]
        H[diagonal, diagonal] -= shift
        rotations = []
        for j in range(low, high):
            a, b = H[j, j], H[j + 1, j]
            r = np.hypot(abs(a), abs(b))
            G = np.array([[a.conjugate(), b.conjugate()], [-b, a]]) / r
            H[j:j + 2, j:] = G @ H[j:j + 2, j:]
            rotations.append(G.conj().T)
            count += 4 * (n - j)
        for j, G in zip(range(low, high), rotations):
            H[:j + 2, j:j + 2] = H[:j + 2, j:j + 2] @ G
            Q[:, j:j + 2] = Q[:, j:j + 2] @ G
            count += 4 * (j + 2) + 4 * n
        H[diagonal, diagonal] += shift
        sweeps += 1
        assert sweeps < 40 * n, "QR iteration did not converge"
    error = np.linalg.norm(Q @ np.triu(H) @ Q.conj().T - matrix)
    assert error < 1e-10 * np.linalg.norm(matrix)
    return count, sweeps


def eig_time(matrix, repeats=4):
    times = []
    for _ in range(repeats):
        start = time.perf_counter()
        np.linalg.eig(matrix)
        times.append(time.perf_counter() - start)
    return min(times)


line = (DEPTH, 1.0, [(0.0, WIDTH, EPS_SI)])
energy = constants.h * constants.c / (WAVELENGTH * 1e-9) / constants.e
print(f"period, width, depth: {PERIOD:.0f}, {WIDTH:.0f}, {DEPTH:.0f} nm")
print(f"wavelength {WAVELENGTH:.0f} nm, photon energy {energy:.3f} eV")
print(f"rough silicon index {N_SI:.2f}, eps {EPS_SI:.4f} (no unit)")
print(f"lateral step wavelength/period = {STEP:.4f} (no unit)")

# Smallest case: three harmonics split into two even and one odd.
coefficient = fourier(line, 2)
for h in range(3):
    print(f"eps Fourier coefficient {h}: {coefficient[2 + h]:.4f}")
A3, A2 = full_operators(line, 1, "TE")[0], even_operators(line, 1, "TE")[0]
for row in range(2):
    print(f"N=1 TE even matrix row {row}: {A2[row, 0]:.4f}, {A2[row, 1]:.4f}")
for label, matrix in (("full", A3), ("even", A2)):
    values = sorted(np.linalg.eigvals(matrix), key=lambda z: z.real)
    print(f"N=1 TE {label} q^2: " + ", ".join(f"{z:.4f}" for z in values))
odd_one = parity_bases(1)[1]
print(f"N=1 TE odd q^2: {(odd_one.T @ A3 @ odd_one)[0, 0]:.4f}")

# Block structure and union of spectra.
N_TEST = 12
P_even, P_odd = parity_bases(N_TEST)
for pol in POLS:
    A = full_operators(line, N_TEST, pol)[0]
    A_even = even_operators(line, N_TEST, pol)[0]
    size = np.linalg.norm(A)
    assert np.linalg.norm(P_odd.T @ A @ P_even) < 1e-11 * size
    assert np.linalg.norm(P_even.T @ A @ P_even - A_even) < 1e-11 * size
    blocks = np.concatenate([np.linalg.eigvals(A_even),
                             np.linalg.eigvals(P_odd.T @ A @ P_odd)])
    distance = abs(np.linalg.eigvals(A)[:, None] - blocks[None, :])
    assert distance[linear_sum_assignment(distance)].max() < 1e-9 * size

# Even modes against the real-space matching condition at the walls.
for pol, tolerance in (("TE", 1e-4), ("TM", 5e-3)):
    weight_si = 1 / EPS_SI if pol == "TM" else 1.0

    def wall_condition(q2):
        b1, b2 = mp.sqrt(EPS_SI + q2), mp.sqrt(1 + q2)
        s1, s2 = b1 * K0 * WIDTH / 2, b2 * K0 * (PERIOD - WIDTH) / 2
        return (weight_si * b1 * mp.sin(s1) * mp.cos(s2)
                + b2 * mp.sin(s2) * mp.cos(s1))

    spectrum = np.linalg.eigvals(even_operators(line, 40, pol)[0])
    for number, q2 in enumerate(sorted(spectrum, key=lambda z: z.real)[:2]):
        start = mp.mpc(complex(q2))
        root = complex(mp.findroot(wall_condition, (start, start * 1.0001)))
        assert abs(root - q2) < tolerance * abs(EPS_SI)
        print(f"{pol} even mode {number}: q^2 = {q2:.5f}, "
              f"wall condition {root:.5f}")

# Uniform film: compare with the two-interface interference formula.
n_film, film_depth = 1.46, 130.0
r01, r12 = (1 - n_film) / (1 + n_film), (n_film - N_SI) / (n_film + N_SI)
turn = np.exp(2j * K0 * n_film * film_depth)
R_film = abs((r01 + r12 * turn) / (1 + r01 * r12 * turn))**2
for pol in POLS:
    r = reflect_even([(film_depth, n_film**2, [])], 5, pol)
    assert abs(abs(r[0])**2 - R_film) < 1e-10

# Full and reduced reflectance; independent road without eigenmodes.
N_MAIN = 20
base = {}
for pol in POLS:
    r_check = reflect_by_exponentials(8, pol)
    r_small = reflect_even([line], 8, pol)
    assert abs(r_check[8] - r_small[0]) < 1e-8
    r_full = reflect_full([line], N_MAIN, pol)
    r_even = reflect_even([line], N_MAIN, pol)
    assert abs(r_full[N_MAIN + 1] - r_full[N_MAIN - 1]) < 1e-9
    assert abs(r_full[N_MAIN + 1] - r_even[1] / np.sqrt(2)) < 1e-9
    R_full, R_even = abs(r_full[N_MAIN])**2, abs(r_even[0])**2
    assert abs(R_full - R_even) < 1e-9
    base[pol] = R_even
    print(f"{pol} N={N_MAIN} specular amplitude (even): {r_even[0]:.6f}")
    print(f"{pol} R full {R_full:.10f}, even {R_even:.10f}")
    print(f"{pol} |R full - R even| = {abs(R_full - R_even):.1e}")
for N in (5, 10, 20, 40, 80):
    R = [abs(reflect_even([line], N, pol)[0])**2 for pol in POLS]
    print(f"convergence N={N}: R TE {R[0]:.6f}, R TM {R[1]:.6f}")

# A displaced origin: full result stays, a naive even projection fails.
moved = (DEPTH, 1.0, [(PERIOD / 4, WIDTH, EPS_SI)])
A_moved = full_operators(moved, N_TEST, "TE")[0]
projected = [(P_even.T @ A_moved @ P_even, np.eye(N_TEST + 1))]
R_naive = abs(solve_stack(projected, [DEPTH], np.arange(N_TEST + 1) * STEP,
                          "TE", 0)[0])**2
R_moved = abs(reflect_full([moved], N_TEST, "TE")[N_TEST])**2
R_centered = abs(reflect_even([line], N_TEST, "TE")[0])**2
assert abs(R_moved - R_centered) < 1e-9
assert abs(R_naive - R_centered) > 1e-3
print(f"TE N={N_TEST} R centered {R_centered:.6f}, moved full {R_moved:.6f}")
print(f"TE N={N_TEST} R moved, naive even projection {R_naive:.6f}")

# Effects left out of the vertical, clean, symmetric, normal-incidence model.
SLICES = 10
mid = (np.arange(SLICES) + 0.5) / SLICES - 0.5
slope = np.tan(np.radians(2.0))
sloped = [(DEPTH / SLICES, 1.0,
           [(0.0, WIDTH + 2 * z * DEPTH * slope, EPS_SI)]) for z in mid]
leaning = [(DEPTH / SLICES, 1.0, [(10.0 * z, WIDTH, EPS_SI)]) for z in mid]
t, eps_ox = 2.0, 1.46**2
oxide = [(t, 1.0, [(0.0, WIDTH + 2 * t, eps_ox)]),
         (DEPTH - t, 1.0, [(0.0, WIDTH, EPS_SI),
                           ((WIDTH + t) / 2, t, eps_ox),
                           (-(WIDTH + t) / 2, t, eps_ox)]),
         (t, eps_ox, [(0.0, WIDTH, EPS_SI)])]
wider = [(DEPTH, 1.0, [(0.0, WIDTH + 1.0, EPS_SI)])]
eps_other = (N_SI + 0.02)**2
other_index = [(DEPTH, 1.0, [(0.0, WIDTH, eps_other)])]
sine = np.sin(np.radians(3.0))
changes = {name: [] for name in (
    "2 nm oxide", "88 degree walls", "3 degree incidence", "10 nm lean",
    "index +0.02", "width +1 nm (scale)")}
odd_parts = {"3 degree incidence": [], "10 nm lean": []}
for pol in POLS:
    r_sloped = reflect_even(sloped, N_MAIN, pol)
    r_sloped_full = reflect_full(sloped, N_MAIN, pol)
    assert abs(r_sloped[0] - r_sloped_full[N_MAIN]) < 1e-9
    r_tilt = reflect_full([line], N_MAIN, pol, sine)
    r_lean = reflect_full(leaning, N_MAIN, pol)
    results = (reflect_even(oxide, N_MAIN, pol)[0], r_sloped[0],
               r_tilt[N_MAIN], r_lean[N_MAIN],
               reflect_even(other_index, N_MAIN, pol, eps_other)[0],
               reflect_even(wider, N_MAIN, pol)[0])
    for name, amplitude in zip(changes, results):
        changes[name].append(abs(amplitude)**2 - base[pol])
    for name, r in zip(odd_parts, (r_tilt, r_lean)):
        odd = abs(r[N_MAIN + 1] - r[N_MAIN - 1]) / np.sqrt(2)
        assert odd > 1e-4
        odd_parts[name].append(odd)
for name, (te, tm) in changes.items():
    print(f"change of R, {name}: TE {te:+.5f}, TM {tm:+.5f}")
for name, (te, tm) in odd_parts.items():
    print(f"odd first-order amplitude, {name}: TE {te:.4f}, TM {tm:.4f}")

# Eigenproblem cost: executed multiplications, then library run time.
for N in (10, 20, 40):
    full_count, full_sweeps = counted_schur(full_operators(line, N, "TM")[0])
    even_count, even_sweeps = counted_schur(even_operators(line, N, "TM")[0])
    ratio, cubic = full_count / even_count, ((2 * N + 1) / (N + 1))**3
    print(f"N={N} Schur multiplications: {full_count} / {even_count}")
    print(f"N={N} sweeps {full_sweeps} / {even_sweeps}, "
          f"count ratio {ratio:.2f}, cubic law {cubic:.2f}")
# Sweep numbers vary between matrices, so the cubic law is only approximate.
assert abs(ratio / cubic - 1) < 0.35
N_TIME = 120
full_time = eig_time(full_operators(line, N_TIME, "TM")[0])
even_time = eig_time(even_operators(line, N_TIME, "TM")[0])
# Library overhead and processor caches make the time ratio machine dependent.
assert full_time / even_time > 2
print(f"N={N_TIME} eig time: full {1e3 * full_time:.1f} ms, "
      f"even {1e3 * even_time:.1f} ms")
print(f"N={N_TIME} time ratio {full_time / even_time:.2f}, "
      f"cubic law {((2 * N_TIME + 1) / (N_TIME + 1))**3:.2f}")
print("PASS")
```

It prints:

```
period, width, depth: 400, 180, 200 nm
wavelength 633 nm, photon energy 1.959 eV
rough silicon index 3.90+0.02j, eps 15.2096+0.1560j (no unit)
lateral step wavelength/period = 1.5825 (no unit)
eps Fourier coefficient 0: 7.3943+0.0702j
eps Fourier coefficient 1: 4.4674+0.0490j
eps Fourier coefficient 2: 0.6989+0.0077j
N=1 TE even matrix row 0: -7.3943-0.0702j, -6.3178-0.0694j
N=1 TE even matrix row 1: -6.3178-0.0694j, -5.5889-0.0779j
N=1 TE full q^2: -12.8736-0.1422j, -4.1912-0.0625j, -0.1096-0.0059j
N=1 TE even q^2: -12.8736-0.1422j, -0.1096-0.0059j
N=1 TE odd q^2: -4.1912-0.0625j
TE even mode 0: q^2 = -13.39115-0.15115j, wall condition -13.39117-0.15115j
TE even mode 1: q^2 = -1.63184-0.06228j, wall condition -1.63191-0.06228j
TM even mode 0: q^2 = -12.24907-0.15381j, wall condition -12.24930-0.15382j
TM even mode 1: q^2 = -1.05165-0.00420j, wall condition -1.05166-0.00420j
TE N=20 specular amplitude (even): -0.310628+0.078984j
TE R full 0.1027282812, even 0.1027282812
TE |R full - R even| = 2.3e-15
TM N=20 specular amplitude (even): 0.116212-0.413936j
TM R full 0.1848481214, even 0.1848481214
TM |R full - R even| = 9.3e-14
convergence N=5: R TE 0.090972, R TM 0.183002
convergence N=10: R TE 0.101732, R TM 0.184537
convergence N=20: R TE 0.102728, R TM 0.184848
convergence N=40: R TE 0.102898, R TM 0.184911
convergence N=80: R TE 0.102919, R TM 0.184923
TE N=12 R centered 0.102174, moved full 0.102174
TE N=12 R moved, naive even projection 0.226715
change of R, 2 nm oxide: TE +0.00643, TM +0.00161
change of R, 88 degree walls: TE -0.02963, TM -0.00708
change of R, 3 degree incidence: TE -0.00158, TM -0.00171
change of R, 10 nm lean: TE -0.00682, TM -0.00150
change of R, index +0.02: TE +0.02161, TM +0.00342
change of R, width +1 nm (scale): TE +0.02004, TM +0.00068
odd first-order amplitude, 3 degree incidence: TE 0.0109, TM 0.0072
odd first-order amplitude, 10 nm lean: TE 0.0631, TM 0.0282
N=10 Schur multiplications: 121744 / 20628
N=10 sweeps 47 / 28, count ratio 5.90, cubic law 6.96
N=20 Schur multiplications: 827704 / 128608
N=20 sweeps 86 / 48, count ratio 6.44, cubic law 7.44
N=40 Schur multiplications: 6130808 / 890872
N=40 sweeps 166 / 90, count ratio 6.88, cubic law 7.71
N=120 eig time: full 108.4 ms, even 31.7 ms
N=120 time ratio 3.42, cubic law 7.90
PASS
```
